\section*{Node and fixed-node energy of the helium 1s2s triplet state}

\section*{Problem}

Two electrons move around a fixed nucleus of charge 2. In hartree atomic units, with an adjustable strength \(\lambda\) of the interaction between the electrons, the Hamiltonian is
\begin{equation}
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2+V,\qquad
V=-\frac{2}{r_1}-\frac{2}{r_2}+\frac{\lambda}{r_{12}} .
\end{equation}
Here \(r_1\) and \(r_2\) are the distances of the electrons from the nucleus, \(r_{12}=|\mathbf r_1-\mathbf r_2|\), and helium has \(\lambda=1\). Let \(\Psi\) be the real spatial wave function of the lowest triplet S level, called 1s2s, and let \(E\) be its energy. Assume that \(\lambda\) is such that this level is bound. The condition \(r_1=r_2\) means equal distances from the nucleus. It defines a five-dimensional surface in the six-dimensional configuration space, and the electrons need not coincide on it.

\begin{enumerate}
\item[(a)] Show that \(\Psi=0\) wherever \(r_1=r_2\), for each such \(\lambda\). Does the argument carry over to a triplet P state?
\item[(b)] A fixed-node diffusion Monte Carlo (DMC) calculation uses a guide function whose sole node is \(r_1=r_2\). To which energy does it converge? Is the result of (a) enough to decide this?
\item[(c)] Find the nodes and the local energy of the determinant built from the 1s and 2s orbitals of the one-electron ion.
\item[(d)] Evaluate the energy for helium, and compare it with a short DMC run guided by the determinant of (c).
\end{enumerate}

\section*{Solution}

\subsection*{(a) The symmetry argument}

\(H\) contains no spin operators, so a state can be written as a spatial function times a spin function. The triplet spin functions are symmetric under exchange. The total wave function of two electrons is antisymmetric, hence
\begin{equation}
\Psi(\mathbf r_2,\mathbf r_1)=-\Psi(\mathbf r_1,\mathbf r_2).
\label{eq:exchange}
\end{equation}
An S state has total orbital angular momentum zero. All components of \(\mathbf L\) annihilate it, and since these generate the rotations, for every rotation \(R\)
\begin{equation}
\Psi(R\mathbf r_1,R\mathbf r_2)=\Psi(\mathbf r_1,\mathbf r_2).
\label{eq:rotation}
\end{equation}

Take a configuration with \(r_1=r_2=r\). First let \(\mathbf s=\mathbf r_1+\mathbf r_2\neq0\), and let \(R\) be the half-turn about \(\mathbf n=\mathbf s/s\). A half-turn keeps the component along its axis and reverses the rest:
\begin{equation}
R\mathbf v=2(\mathbf n\cdot\mathbf v)\mathbf n-\mathbf v .
\end{equation}
Equal radii give \(s^2=2(r^2+\mathbf r_1\cdot\mathbf r_2)\), so that
\begin{equation}
\mathbf n\cdot\mathbf r_1=\frac{r^2+\mathbf r_1\cdot\mathbf r_2}{s}=\frac s2,
\qquad
R\mathbf r_1=s\,\mathbf n-\mathbf r_1=\mathbf r_2 .
\end{equation}
In the same way \(R\mathbf r_2=\mathbf r_1\). If instead \(\mathbf r_2=-\mathbf r_1\), a half-turn about any axis perpendicular to \(\mathbf r_1\) exchanges the two vectors. In both cases a rotation does the work of the exchange, and \eqref{eq:rotation} followed by \eqref{eq:exchange} gives
\begin{equation}
\Psi(\mathbf r_1,\mathbf r_2)=\Psi(\mathbf r_2,\mathbf r_1)=-\Psi(\mathbf r_1,\mathbf r_2)
\quad\Longrightarrow\quad \Psi=0\quad\text{at } r_1=r_2 .
\end{equation}
The value of \(\lambda\) has not entered. What matters is that the interaction is unchanged by rotations and by exchange, so that its states can carry these symmetry labels. At \(\lambda=0\) the labels must be imposed: singlet and triplet 1s2s then have the same energy, and a mixture of the two need not vanish on the surface.

For a P state \eqref{eq:rotation} fails, and the argument with it. An example is the antisymmetric 1s2p function \(a(r_1)b(r_2)z_2-a(r_2)b(r_1)z_1\), with radial functions \(a\) and \(b\). At equal radii it becomes \(a(r)b(r)(z_2-z_1)\), which is in general not zero.

A configuration-interaction calculation in Gaussian s, p and d orbitals, with no S symmetry imposed, tests this at \(\lambda=-1,\ 0.5,\ 1\) and \(1.5\). The largest \(|\Psi|\) at sampled points with \(r_1=r_2\) was divided by the largest value found after halving \(r_2\). The ratio is at most \(2\times10^{-13}\) for the triplet S state and is of order one for the lowest triplet P state (0.73 to 0.93 for the component and the points sampled). At \(\lambda=1.5\) the variational S energy in this small basis, \(-2.0581\) hartree (a converged basis lowers it by 0.0013, to \(-2.0594\)), lies below the \(-2\) hartree of the ion left when one electron is removed, so the level is still bound there.

\subsection*{(b) What fixed-node DMC converges to}

The surface divides configuration space into the pocket \(\Omega=\{r_1>r_2\}\) and its image under exchange. It suffices to treat \(\Omega\), where the guide \(\Psi_T\) can be taken positive. DMC solves
\begin{equation}
-\frac{\partial\Phi}{\partial\tau}=(H-E_T)\Phi\quad\text{in }\Omega,\qquad \Phi=0\ \text{on } r_1=r_2,
\end{equation}
with a constant energy shift \(E_T\) and walkers distributed as \(\Psi_T\Phi\). A component of energy \(E_k\) is multiplied by \(e^{-\tau(E_k-E_T)}\), so the lowest one survives at large \(\tau\). Its energy is the minimum of
\begin{equation}
\mathcal E[\Phi]=\frac{\int_\Omega\left(\tfrac12|\nabla\Phi|^2+V\Phi^2\right)}{\int_\Omega\Phi^2}
\label{eq:functional}
\end{equation}
over real functions that vanish on the boundary. Here \(\nabla\) is the six-dimensional gradient. Call the minimum \(E_\Omega\).

Part (a) supplies one half of the answer. Because \(\Psi\) vanishes on the boundary, its restriction to \(\Omega\) is an admissible function. Because \(\Psi\) is antisymmetric, the two halves of space contribute equally to its energy and to its norm, so the restriction has \(\mathcal E=E\). Therefore
\begin{equation}
E_\Omega\le E .
\end{equation}
This does not exclude a lower energy in the pocket, since the functions admitted there need not be S functions. That possibility has to be removed separately.

\paragraph{Lower bound.} Let \(\Phi\) be any admissible function. Write \(\Phi_R\) for the function obtained by rotating both electrons by \(R\), and \(\langle\cdots\rangle\) for the average over all rotations. Define \(g\ge0\) by
\begin{equation}
g^2=\langle\Phi_R^2\rangle .
\end{equation}
This \(g\) is rotation invariant. It vanishes at \(r_1=r_2\), because rotations leave the radii unchanged. Rotations also preserve volume, \(\Omega\) and \(V\), so \(g\) has the same norm and the same potential energy as \(\Phi\). For the kinetic energy, differentiate with respect to one of the six coordinates \(x_k\) and apply the Cauchy--Schwarz inequality:
\begin{equation}
g\,\partial_kg=\langle\Phi_R\,\partial_k\Phi_R\rangle,\qquad
g^2(\partial_kg)^2\le\langle\Phi_R^2\rangle\langle(\partial_k\Phi_R)^2\rangle
=g^2\langle(\partial_k\Phi_R)^2\rangle .
\end{equation}
Where \(g\neq0\), divide by \(g^2\) and sum over \(k\). Where \(g=0\) on a region of finite volume, its gradient vanishes there as well. Integration gives
\begin{equation}
\int_\Omega|\nabla g|^2\le\int_\Omega\langle|\nabla\Phi_R|^2\rangle=\int_\Omega|\nabla\Phi|^2,
\qquad\text{so}\qquad \mathcal E[g]\le\mathcal E[\Phi].
\end{equation}
Now extend \(g\) to all space as an odd function:
\begin{equation}
F(\mathbf r_1,\mathbf r_2)=
\begin{cases}
g(\mathbf r_1,\mathbf r_2), & r_1>r_2,\\
-g(\mathbf r_2,\mathbf r_1), & r_1<r_2 .
\end{cases}
\end{equation}
\(F\) is continuous, because \(g\) vanishes on the common boundary. A possible kink there does no harm, since \eqref{eq:functional} contains first derivatives and no second ones. \(F\) is antisymmetric and rotation invariant, hence a trial function for the triplet S states, whose lowest energy is \(E\). The extension doubles numerator and denominator alike, so \(\mathcal E[g]\) is the energy of \(F\), and
\begin{equation}
\mathcal E[\Phi]\ge\mathcal E[g]\ge E .
\end{equation}
This holds for every admissible \(\Phi\). With the upper bound it gives
\begin{equation}
\boxed{E_\Omega=E .}
\end{equation}

\paragraph{No further node.} The function \(|\Psi|\) has the same \(\mathcal E\) as \(\Psi\), so it too attains the minimum and is a ground state in \(\Omega\). Evolution in imaginary time with \(E_T=E\) leaves it unchanged. The kernel of this evolution is a sum of positive weights over paths that stay inside \(\Omega\). It is positive between any two points if the pocket is connected, and it is: shrink \(\mathbf r_2\) towards the nucleus, move \(\mathbf r_1\) around the nucleus to its new place, then let \(\mathbf r_2\) grow to its new value. Points where two particles meet can be bypassed. The evolved \(|\Psi|\) is therefore positive throughout \(\Omega\), and \(\Psi\) has no node besides \(r_1=r_2\). The same reasoning applies to any ground state in \(\Omega\). Two independent ones could be chosen orthogonal, which is impossible for functions of one sign, so the ground state is unique. A positive starting distribution overlaps with it, and DMC converges to it.

\paragraph{Why (a) alone does not decide.} The argument of (a) holds for every triplet S state, including 1s3s. That state is orthogonal to \(\Psi\). The product of two antisymmetric functions is symmetric, so the overlap integral over \(\Omega\) alone is also zero. Since \(\Psi\) has one sign in \(\Omega\), the 1s3s function must change sign there. Its nodes thus include \(r_1=r_2\) and at least one more surface. A guide with the node \(r_1=r_2\) alone leads to 1s2s, although 1s3s vanishes on that surface too.

The equality \(E_\Omega=E\) is exact, but a DMC run returns \(E_\Omega\) only in the limit of zero time step, unlimited population and vanishing statistical error. The equality relies on rotational symmetry. In an external electric field, for instance, \eqref{eq:rotation} is lost and the proof no longer applies.

\subsection*{(c) A guide with the right node}

For nuclear charge 2 the unnormalised orbitals are
\begin{equation}
\varphi_1=e^{-2r},\qquad \varphi_2=(1-r)e^{-r}.
\end{equation}
Let \(h=-\tfrac12\nabla^2-2/r\). For a function of \(r\), \(\nabla^2\varphi=\varphi''+2\varphi'/r\). The first orbital gives
\begin{equation}
h\varphi_1=\left(-2+\frac2r-\frac2r\right)e^{-2r}=-2\varphi_1 .
\end{equation}
For the second, \(\varphi_2'=(r-2)e^{-r}\) and \(\varphi_2''=(3-r)e^{-r}\), so \(\nabla^2\varphi_2=(5-r-4/r)e^{-r}\) and
\begin{equation}
h\varphi_2=\left(-\frac52+\frac r2+\frac2r-\frac2r+2\right)e^{-r}=-\tfrac12(1-r)e^{-r}=-\tfrac12\varphi_2 .
\end{equation}
Write the determinant in terms of the ratio \(q=\varphi_2/\varphi_1=(1-r)e^{r}\):
\begin{equation}
D=\varphi_1(r_1)\varphi_2(r_2)-\varphi_2(r_1)\varphi_1(r_2)
=\varphi_1(r_1)\varphi_1(r_2)\,[q(r_2)-q(r_1)] .
\end{equation}
The derivative \(q'=-e^r+(1-r)e^r=-re^r\) is negative for \(r>0\), so \(q\) takes no value twice. Hence \(D\) vanishes at \(r_1=r_2\) and nowhere else, and it is positive for \(r_1>r_2\).

Each term of \(D\) is an eigenfunction of \(h_1+h_2\) with eigenvalue \(-2-\tfrac12\). The local energy is therefore
\begin{equation}
E_L=\frac{HD}{D}=-\frac52+\frac{\lambda}{r_{12}} .
\end{equation}
\(D\) ignores the correlation between the electrons, and its orbitals do not respond to screening, yet its node is that of \(\Psi\) at every \(\lambda\) considered.

The energy is obtained by averaging \(E_L\) over the walkers. Let \(\Phi\) now be the pocket ground state. Since \(D\) and \(\Phi\) both vanish on the boundary, the surface terms in Green's identity are zero, and \(H\) can be moved from one function to the other:
\begin{equation}
\frac{\int_\Omega D\Phi\,E_L}{\int_\Omega D\Phi}
=\frac{\int_\Omega\Phi\,HD}{\int_\Omega D\Phi}
=\frac{\int_\Omega D\,H\Phi}{\int_\Omega D\Phi}=E_\Omega .
\end{equation}
The quality of the guide inside the pocket affects the statistical noise and the time-step error, but not the limit.

\subsection*{(d) Numbers for helium}

Two variational calculations use powers of \(r_1\), \(r_2\) and \(r_{12}\) times exponentials, with 84 functions each. One uses antisymmetric functions in all space. The other uses functions in \(\Omega\) that vanish at \(r_1=r_2\), with no exchange symmetry imposed. Functions of \(r_1\), \(r_2\) and \(r_{12}\) are rotation invariant, so this comparison covers S functions only; that other functions in the pocket give no lower energy rests on the proof in (b). Their lowest energies, in hartree, are:

\begin{center}
\begin{tabular}{rcc}
\(\lambda\) & all space & pocket\\
\(-1\) & \(-2.92150\) & \(-2.92144\)\\
\(0\) & \(-2.50000\) & \(-2.50000\)\\
\(0.5\) & \(-2.32429\) & \(-2.32429\)\\
\(1\) & \(-2.17523\) & \(-2.17523\)
\end{tabular}
\end{center}

At \(\lambda=0\) both reproduce the sum of orbital energies, \(-2-\tfrac12\). The difference of \(6\times10^{-5}\) hartree at \(\lambda=-1\) is within the finite-basis error allowed in the test. For helium, a smaller antisymmetric basis gives the same \(-2.175229\) hartree as the full one, so to the digits needed here
\begin{equation}
E=E_\Omega=-2.1752\ \text{hartree}=-59.19\ \text{eV}.
\end{equation}
This is the energy of the non-relativistic Hamiltonian with a fixed nucleus. Relativistic effects and the motion of the nucleus are left out.

For the computed 1s2s function, the share of the norm in \(\Omega\) carried by the rarer sign is zero to within rounding on the integration grid. For the 1s3s function, whose energy in this basis is \(-2.067\) hartree, the rarer sign carries 11 per cent of the norm in \(\Omega\). The basis is suited to 1s2s and describes this more diffuse state only roughly: in a converged basis the energy drops by 0.002 hartree to \(-2.0687\) and the share falls to 9.4 per cent, so it should be read as about a tenth. This is the additional node found in (b).

The guide \(D\) has the variational energy \(-2.1241\) hartree, which corresponds to a mean repulsion of \(2.5-2.1241=0.3759\) hartree. It lies \(2.1752-2.1241=0.0511\) hartree above \(E\). A DMC run with 2000 walkers and a time step of 0.01 inverse hartree gives
\begin{equation}
E_{\mathrm{DMC}}=-2.1765\pm0.0006\ \text{hartree},
\end{equation}
where the error is one standard error estimated from 15 block averages. Each block lasts 5 inverse hartree, less than the time \(1/(2.175-2.067)\approx9\) inverse hartree over which the slowest component, 1s3s, decays. Faster components also contribute to the correlation in time. Neighbouring blocks are therefore expected to be correlated, and this estimate is likely to be too small. The run thus removes the guide's error of 0.0511 hartree to within about 0.001 hartree, with the node unchanged. The result lies 0.0013 hartree below \(E\), about twice the quoted error, which is itself probably an underestimate. A single run cannot tell whether this is a statistical fluctuation or a bias from the finite time step and population. It does not contradict \(E_\Omega=E\), because a run returns \(E_\Omega\) only in the limit in which the fluctuation and those biases vanish. The numerical check carries out these numerical checks, apart from the converged-basis values quoted for comparison.

\section*{Numbers as computed}
\begin{verbatim}
CI in Gaussian orbitals: s, p, d shells = 11 4 2
ratio = max|Psi|(r1=r2) / max|Psi|(r2 halved)
strength -1.0: E(3S) = -2.9207 hartree, ratio S 6e-14, P 0.79
strength  0.5: E(3S) = -2.3240 hartree, ratio S 2e-13, P 0.80
strength  1.0: E(3S) = -2.1749 hartree, ratio S 9e-14, P 0.93
strength  1.5: E(3S) = -2.0581 hartree, ratio S 7e-14, P 0.73
Correlated bases, functions in each: 84
strength -1.0: antisymmetric -2.92150, pocket -2.92144 hartree
strength  0.0: antisymmetric -2.50000, pocket -2.50000 hartree
strength  0.5: antisymmetric -2.32429, pocket -2.32429 hartree
strength  1.0: antisymmetric -2.17523, pocket -2.17523 hartree
Helium 1s2s triplet S, smaller basis: -2.175229 hartree
Helium 1s2s triplet S, full basis: -2.175229 hartree
  the same in eV: -59.191 eV
1s3s triplet S in the same basis: -2.0670 hartree
Minority-sign share in pocket, 1s2s: 0.0e+00
Minority-sign share in pocket, 1s3s: 0.108
DMC walkers 2000, time step 0.01 1/hartree
DMC warm-up steps 1500, measured steps 7500, blocks 15
DMC acceptance: 0.9914
Guide variational energy: -2.1241 hartree
Fixed-node DMC energy: -2.1765 hartree
DMC statistical error (one sigma): 0.0006 hartree
DMC minus deterministic: -0.0013 hartree
\end{verbatim}
